\section*{Equivalent Peak Time of a Spike Anneal with Linear Ramps}

\section*{Question}

I am trying to estimate how far a dopant diffuses during a spike anneal. The wafer heats from 873 K to a peak of 1323 K at 250 K/s, then cools back to 873 K at 100 K/s. There is no hold at the peak. The diffusivity has an activation energy of 3.5 eV.

I was told to replace the whole cycle by a hold of ``about 0.60 seconds'' at the peak temperature. I can't reproduce this. The cycle lasts 6.3 s, the wafer is at the peak for just an instant, and I don't see why one number should stand for both ramps. Where does 0.60 s come from, and how accurate is it? And if the wafer first sits at 873 K for 10 s, do I have to add that?

\section*{Answer}

The value 0.60 s is a leading-order estimate. To judge it, we need the definition of the equivalent time, then the estimate, then the integral that the estimate approximates.

\subsection*{Why one time can replace the cycle}

Let $C(z,t)$ be the dopant concentration at depth $z$. Assume that the diffusivity depends on temperature alone,
\begin{equation}
D(T)=D_0\,e^{-E_a/kT},
\end{equation}
with $T$ in kelvin, and that the wafer temperature is uniform over the diffusion depth. Then $D$ depends on time but not on position, and
\begin{equation}
\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2 C}{\partial z^2}.
\end{equation}
Define the accumulated diffusivity
\begin{equation}
\tau(t)=\int_0^t D(T(t'))\,dt' .
\end{equation}
Since $d\tau/dt=D$, the chain rule gives $\partial C/\partial t=D\,\partial C/\partial\tau$. Dividing by the positive factor $D$ leaves
\begin{equation}
\frac{\partial C}{\partial\tau}=\frac{\partial^2 C}{\partial z^2}.
\end{equation}
The temperature history has dropped out of the equation. If no dopant crosses the surface, it doesn't enter through the boundary condition either, and two anneals with the same final $\tau$ turn the same initial profile into the same final profile. Dopant loss through the surface, at a rate with its own activation energy, would bring the temperature history back; we assume that there is none. A hold at the peak temperature $T_p$ for a time $t_{\rm eq}$ has $\tau=D(T_p)\,t_{\rm eq}$, so it matches the cycle if
\begin{equation}
t_{\rm eq}=\int\frac{D(T(t))}{D(T_p)}\,dt
=\int \exp\!\left[-\frac{E_a}{k}\left(\frac1{T(t)}-\frac1{T_p}\right)\right]dt .
\label{def}
\end{equation}
The prefactor $D_0$ cancels, which is why you were not asked for it.

\subsection*{From time to temperature}

Let $h$ and $c$ be the heating and cooling rates, both positive, and $T_0$ the temperature at which the cycle starts and ends. On heating, $dt=dT/h$. On cooling, $dt=-dT/c$ and $T$ runs from $T_p$ down to $T_0$; exchanging the limits removes the minus sign. Both ramps therefore contain the same integral:
\begin{align}
t_{\rm eq}&=W\left(\frac1h+\frac1c\right),\label{tW}\\
W&=\int_{T_0}^{T_p}\exp\!\left[-\frac{E_a}{k}\left(\frac1T-\frac1{T_p}\right)\right]dT .\label{W}
\end{align}
$W$ is a temperature width: the range below the peak that would count if diffusion ran at its full peak rate inside it and stopped outside it.

\subsection*{Where 0.60 s comes from}

Write $\delta=T_p-T$ for the distance below the peak. Without approximation,
\begin{equation}
\frac1T-\frac1{T_p}=\frac{T_p-T}{T\,T_p}=\frac{\delta}{T\,T_p}.
\label{identity}
\end{equation}
Close to the peak, $T$ in the denominator may be replaced by $T_p$. The integrand becomes a simple exponential. If it has died out before $T_0$ is reached, the upper limit of $\delta$ can be moved to infinity:
\begin{equation}
W_{\rm lin}=\int_0^\infty e^{-E_a\delta/kT_p^2}\,d\delta=\frac{kT_p^2}{E_a}.
\end{equation}
It is convenient to define $x=E_a/kT_p$, so that $W_{\rm lin}=T_p/x$. Here $kT_p=0.11401$ eV, and
\begin{align}
x&=\frac{3.5}{0.11401}\approx 30.70,\\
W_{\rm lin}&=\frac{1323\ {\rm K}}{30.70}\approx 43.09\ {\rm K},\\
\frac1h+\frac1c&=\frac1{250}+\frac1{100}=0.0140\ {\rm s/K},\\
t_{\rm lin}&=43.09\times0.0140\approx0.603\ {\rm s}.
\end{align}
This is the number you were given.

\subsection*{Which way the estimate errs}

Below the peak $T<T_p$, so $T\,T_p<T_p^2$ and the true exponent $E_a\delta/(kT\,T_p)$ is larger than the linearised one. The true diffusivity falls faster on the way down from the peak. Moving the limit to infinity also added a positive piece. Both approximations raise the result, so $t_{\rm lin}$ is an upper bound for these linear ramps, whatever the values of $E_a$ and $T_0$.

The size of the error follows from the next term. Using $T=T_p-\delta$,
\begin{equation}
\frac{E_a}{k}\frac{\delta}{T\,T_p}
=\frac{x\,\delta}{T_p-\delta}
=\frac{x\,\delta}{T_p}+\frac{x\,\delta^2}{T_p^2}+\dots
\end{equation}
To leading order, the second term reduces the integrand by a relative amount $x\delta^2/T_p^2$. For the weight $e^{-\delta/W_{\rm lin}}$ the mean of $\delta^2$ is $2W_{\rm lin}^2=2T_p^2/x^2$. The mean relative reduction is therefore about $2/x$, which is 0.065 here. An error of this size already changes the second digit of 0.60.

\subsection*{The full integral}

Substitute $u=T_p/T$ in (\ref{W}). Then $dT=-T_p\,du/u^2$, the exponent becomes $-x(u-1)$, and $u$ runs from $T_p/T_0$ down to 1. Reversing the limits absorbs the sign:
\begin{equation}
W=T_p\,e^{x}\int_1^{T_p/T_0}\frac{e^{-xu}}{u^2}\,du .
\end{equation}
Define the exponential integrals
\begin{equation}
E_n(x)=\int_1^\infty \frac{e^{-xu}}{u^n}\,du .
\end{equation}
Extending the upper limit to infinity gives $T_p e^xE_2(x)$. The piece that must then be subtracted runs from $T_p/T_0$ to infinity. With $u=(T_p/T_0)v$ it becomes $T_0\,e^xE_2(x_0)$, where $x_0=E_a/kT_0$. Thus
\begin{equation}
W=T_p\,e^xE_2(x)-T_0\,e^xE_2(x_0).
\label{full}
\end{equation}
Because $u^{-2}\le1$ in the integral, $E_2(x_0)<e^{-x_0}/x_0$. The subtracted term is therefore smaller than $(kT_0^2/E_a)\,e^{-(x_0-x)}$. The exponential is the ratio $D(T_0)/D(T_p)=1.34\times10^{-7}$, so the term can be dropped here.

The remaining function can be evaluated by hand. Integrating by parts, with $e^{-xu}$ as the factor that is integrated,
\begin{equation}
E_n(x)=\frac{e^{-x}}{x}-\frac nx\,E_{n+1}(x).
\end{equation}
Apply this first with $n=2$, then to each new remainder:
\begin{align}
x e^xE_2&=1-2e^xE_3\\
&=1-\frac2x+\frac6x\,e^xE_4\\
&=1-\frac2x+\frac6{x^2}-\frac{24}{x^2}\,e^xE_5\\
&=1-\frac2x+\frac6{x^2}-\frac{24}{x^3}+\frac{120}{x^3}\,e^xE_6 .
\end{align}
Every $E_n$ is positive, so the remainders alternate in sign and successive partial sums lie on opposite sides of the answer. Since $T_pe^xE_2=W_{\rm lin}\,(xe^xE_2)$, the sums multiply $t_{\rm lin}$. The three corrections are $-0.06515$, $+0.00637$ and $-0.00083$, which give
\begin{align}
\text{two terms:}\quad &0.6033\times0.93485\approx0.564\ {\rm s},\\
\text{three terms:}\quad &0.6033\times0.94122\approx0.568\ {\rm s},\\
\text{four terms:}\quad &0.6033\times0.94039\approx0.567\ {\rm s}.
\end{align}
The last two enclose the result, and both round to the same two figures:
\begin{equation}
t_{\rm eq}\approx0.57\ {\rm s}.
\end{equation}
Direct integration of (\ref{def}) over time gives 0.5674 s, as the numerical output shows. The linearised value is 6.3\% above this. So ``about 0.60 s'' is acceptable as a quick estimate, but it isn't the two-figure value for the cycle you describe.

The series should not be continued indefinitely. Each term is $(n+1)/x$ times the one before it in magnitude, where $n$ is the power of $1/x$, so the terms eventually grow. With $x\approx31$ the first few are ample.

\subsection*{What the 6.3 s cycle is doing}

The full width is $W=40.53$ K. The ramps contribute
\begin{equation}
\frac{W}{h}=\frac{40.53}{250}\approx0.162\ {\rm s},\qquad
\frac{W}{c}=\frac{40.53}{100}\approx0.405\ {\rm s}.
\end{equation}
Cooling supplies $5/7$ of the total because it is 2.5 times slower. In the limit of instantaneous heating, $h\to\infty$, the equivalent time would still be 0.41 s. For this cycle, faster cooling has more to offer than faster heating.

The top 100 K supplies 93.0\% of the equivalent time, although the wafer spends $100/250+100/100=1.4$ s there out of 6.3 s. The linearised exponential would predict $1-e^{-100/43.09}\approx90\%$. The true share is higher because the ratio of the true integrand to the linearised one is $\exp[-x\delta^2/(T\,T_p)]$, which decreases with distance from the peak and so shifts weight towards it.

Your 10 s soak at 873 K adds
\begin{equation}
10\ {\rm s}\times1.34\times10^{-7}=1.34\times10^{-6}\ {\rm s},
\end{equation}
so within this model you can ignore it.

\subsection*{What the difference does to a profile}

Take a Gaussian profile with variance $s$:
\begin{equation}
C=\frac{e^{-z^2/2s}}{\sqrt{2\pi s}} .
\end{equation}
Differentiation gives
\begin{equation}
\frac{\partial C}{\partial s}=\frac12\left(\frac{z^2}{s^2}-\frac1s\right)C,
\qquad
\frac{\partial^2C}{\partial z^2}=\left(\frac{z^2}{s^2}-\frac1s\right)C .
\end{equation}
The second expression is twice the first. The equation $\partial C/\partial\tau=\partial^2C/\partial z^2$ is therefore satisfied if $ds/d\tau=2$. The profile stays Gaussian, and its variance grows by $2\tau=2D(T_p)t_{\rm eq}$. This assumes that the profile lies far from any surface.

For an illustration, choose the round values $D_0=10^{14}$ nm$^2$/s and an initial standard deviation of 5 nm. Then $D(T_p)=4.648$ nm$^2$/s, and
\begin{align}
2D(T_p)t_{\rm eq}&=2\times4.648\times0.5674\approx5.27\ {\rm nm}^2,\\
\sigma_{\rm final}&=\sqrt{25+5.27}\approx5.50\ {\rm nm}.
\end{align}
A finite-difference solution of the diffusion equation through the whole temperature cycle was tested against this Gaussian. The largest difference was 0.005\% of the profile maximum. With the linearised time in place of $t_{\rm eq}$ it was 0.55\%. That is small because most of the final width was there before the anneal. The error in the added variance itself is the full 6.3\%.

\subsection*{When the correction matters, and when the model fails}

It helps to compare the 6\% with an error in the peak temperature. At fixed rates,
\begin{equation}
\tau=\left(\frac1h+\frac1c\right)\int_{T_0}^{T_p}D(T)\,dT .
\end{equation}
Differentiating with respect to the upper limit and dividing by $\tau=D(T_p)W(1/h+1/c)$ gives
\begin{equation}
\frac{1}{\tau}\frac{d\tau}{dT_p}=\frac1W\approx\frac{1}{40.5\ {\rm K}},
\end{equation}
or about 2.5\% per kelvin. An error of about 2.5 K in the peak temperature therefore matters as much as the linearisation. If your peak is less certain than that, the choice between 0.57 s and 0.60 s is not your main concern.

The shape of the peak matters at least as much. A flat dwell at $T_p$ adds its own duration to $t_{\rm eq}$, so a dwell of 0.036 s would make up the whole difference between the two values. If the corner is rounded by a parabolic cap that joins the two ramps smoothly at the same $T_p$, a cap 0.1 s wide gives $t_{\rm eq}\approx0.62$ s and one 0.5 s wide gives 0.79 s. Real cooling is also not linear: radiative cooling towards 500 K surroundings that starts at 100 K/s and then slows gives about 0.62 s. If you have a measured temperature trace, put it into (\ref{def}) directly instead of assuming a sharp corner.

A low activation energy weakens both simplifications. For 1.0 eV with the same ramps, $x=30.70/3.5\approx8.8$, and the first correction $2/x$ is already 23\%. The ratio $D(T_0)/D(T_p)$ rises to $(1.34\times10^{-7})^{1/3.5}\approx0.011$. A 10 s soak would then add about 0.11 s, at least 5\% of the equivalent time of the spike, for which $t_{\rm lin}\approx2.1$ s is an upper bound. In that case, use (\ref{full}) and include the soak.

The replacement of the cycle by one hold also requires that the temperature dependence of $D$ can be separated from any concentration dependence as a common factor. A concentration dependence of the form $D=f(C)\,e^{-E_a/kT}$ does no harm: the common factor can still be absorbed into a rescaled time, which leaves an equation without temperature in it (the diffusion equation then takes the flux form $\partial C/\partial t=\partial_z(D\,\partial_z C)$). Heavily doped silicon is not of this form: the diffusivity depends on the carrier density divided by the intrinsic density $n_i(T)$, about $10^{19}$ cm$^{-3}$ at 1323 K, and $n_i$ falls during cooling. In a model with $D\propto(0.05+0.95\,p/n_i)\,e^{-E_a/kT}$ and the 5 nm Gaussian above, the hold that reproduces the final variance is 0.57 s for a peak concentration of $10^{18}$ cm$^{-3}$, but 0.62 s for $2\times10^{19}$ and 0.70 s for $2\times10^{20}$ cm$^{-3}$. If 3.5 eV is the intrinsic activation energy, the value 0.57 s applies only to concentrations well below $n_i$. Several mechanisms with different activation energies do no harm either if none of their diffusivities depends on concentration: the total $D$ is still a function of temperature alone, and the first form of (\ref{def}) holds with that total, although the formulas for $W$ with a single $E_a$ do not. If the mechanisms also depend on concentration in different ways, the concentration dependence of the total $D$ changes during the ramp, and in general no rescaling of time removes the temperature.

Transient enhanced diffusion after implantation is a further exception. Excess point defects then raise the diffusivity by an amount that depends on the earlier history, not just on the present temperature. The 873 K soak may no longer be negligible, and the defect populations have to be followed along with the dopant.

\section*{Computed values}
\begin{verbatim}
Activation energy: 3.5 eV
Peak temperature: 1323 K
Start and end temperature: 873 K
Heating rate: 250 K/s
Cooling rate: 100 K/s
Boltzmann constant: 8.617333e-05 eV/K
k Tp: 0.11401 eV
x = Ea/(k Tp): 30.700 (no unit)
Sum of inverse rates: 0.0140 s/K
Linearised width: 43.09 K
Full width: 40.53 K
Linearised equivalent time: 0.6033 s
Full equivalent time, formula: 0.5674 s
Full equivalent time, quadrature: 0.5674 s
Excess of linearised time: 6.3 %
Series term 2/x: 0.06515 (no unit)
Series term 6/x^2: 0.00637 (no unit)
Series term 24/x^3: 0.00083 (no unit)
Time from series with 1 term(s): 0.6033 s
Time from series with 2 term(s): 0.5640 s
Time from series with 3 term(s): 0.5679 s
Time from series with 4 term(s): 0.5674 s
Heating part: 0.1621 s
Cooling part: 0.4053 s
Share from top 100 K: 93.0 %
D(start)/D(peak): 1.34e-07 (no unit)
Soak length at start temperature: 10 s
Equivalent peak time of soak: 1.34e-06 s
Model prefactor D0: 1.0e+14 nm^2/s
Diffusivity at peak: 4.648 nm^2/s
Initial standard deviation: 5.0 nm
Added variance, formula: 5.275 nm^2
Added variance, simulation: 5.275 nm^2
Final standard deviation: 5.502 nm
Profile error with full time: 0.005 % of maximum
Profile error with linearised time: 0.551 % of maximum
\end{verbatim}
